Surface Scattering and the Resistivity of Thick Metal Films

A flat metal film fills 0 < z < d and is unbounded along x and y. A weak uniform electric field E points along x. The electrons have charge −e and are degenerate, with a spherical Fermi surface of radius k_F and Fermi speed v_F. Bulk scattering is elastic and isotropic, with relaxation time τ and mean free path λ = v_F τ.

An electron that reaches a surface is reflected specularly with probability p: v_z changes sign, while v_x and v_y are kept. With probability 1 − p it is scattered diffusely, which means that it leaves at the same energy with an occupation independent of direction. The fraction p does not depend on the angle of incidence and, until part (f), is the same at both faces.

The bulk properties λ and ρ0 are taken to be independent of d, and the film is thick enough for size quantization to be ignored. The film resistivity ρ is defined as sheet resistance times thickness, and σ = 1/ρ. The aim is to find how ρ departs from its bulk value ρ0 when d is large compared with λ.

**(a) Write the linearized Boltzmann equation for the film, and find the bulk conductivity σ0.**

Solution. Let f = f0 + g, where f0(ε) is the equilibrium occupation and g is of first order in E. The field changes the wavevector according to

ħ dk_x/dt = −eE.

Since ∂f0/∂k_x = ħ v_x f0′, with f0′ = ∂f0/∂ε, the field term is −eE v_x f0′. Isotropic elastic scattering gives the collision term −(g − ḡ)/τ, where ḡ is the average of g over all directions at fixed energy. The steady state therefore obeys

v_z ∂g/∂z − eE v_x f0′ = −(g − ḡ)/τ.

The source is odd in v_x, and the surfaces do not spoil this symmetry: specular reflection keeps v_x, and part (b) shows that diffuse reflection adds nothing to g. So there is a solution odd in v_x, for which ḡ = 0. The equations would also allow a uniform, direction-independent addition to g, such as a small change of chemical potential or temperature. The field does not produce one at first order, and it would carry no current, so it is set to zero. What remains is

v_z ∂g/∂z + g/τ = eE v_x f0′.   (1)

In the bulk g does not depend on z, and

g_b = eEτ v_x f0′.

The current density, with both spins counted, is

j = −e ∫ [d³k/(4π³)] v_x g_b = e²Eτ ∫ [d³k/(4π³)] v_x² (−f0′).

The factor −f0′ restricts the integral to the Fermi surface. With d³k = k² dk dΩ, dε = ħv dk and v_x = v_F n_x,

σ0 = [e² τ v_F k_F²/(4π³ħ)] ∫ n_x² dΩ.

The three squared components of a unit vector have equal averages that sum to 1, so ∫ n_x² dΩ = 4π/3. Hence σ0 = e²λk_F²/(3π²ħ), and with the electron density n = k_F³/(3π²),

σ0 = n e² λ/(ħ k_F),   ρ0 = ħ k_F/(n e² λ).   (2)

The product ρ0 λ depends on the electron density alone.

**(b) Find the surface conditions on g, and solve for g inside the film.**

Solution. At z = 0, electrons leaving the surface (v_z > 0) come from those arriving (v_z < 0). Let f_d(ε) be the direction-independent occupation produced by diffuse scattering. Then

f0 + g₊(0) = p [f0 + g₋(0)] + (1 − p) f_d.

No electrons are lost at the surface, so at each energy the diffusely emitted flux equals the flux that arrives to be scattered diffusely. The arriving g₋ is odd in v_x, and its total flux, summed over directions, is zero. The arriving flux is therefore that of f0, and f_d = f0. The f0 terms cancel:

g₊(0) = p g₋(0),   and likewise   g₋(d) = p g₊(d).

Diffusely scattered electrons thus start again without any drift along x.

Now write g = g_b G and μ = |v_z|/v_F. The right side of (1) is g_b/τ. Dividing by g_b and multiplying by τ gives

λμ ∂G₊/∂z + G₊ = 1,   −λμ ∂G₋/∂z + G₋ = 1.

The solutions relax towards the bulk value 1 along the direction of motion:

G₊ = 1 − A exp[−z/(λμ)],   G₋ = 1 − B exp[−(d − z)/(λμ)].

Let κ = d/λ and s = exp(−κ/μ). An electron crossing the film travels a distance d/μ, so s is the probability that it crosses without bulk scattering. Because g_b is the same for v_z and −v_z, the surface conditions hold for G as well:

1 − A = p(1 − Bs),   1 − B = p(1 − As).

Subtracting the second from the first gives B − A = ps(A − B), or (B − A)(1 + ps) = 0. Therefore B = A, and the first condition becomes A(1 − ps) = 1 − p:

A = (1 − p)/(1 − ps).   (3)

For p = 1, A = 0 and the film behaves as bulk. For p < 1 each face has a layer of reduced drift, whose depth λμ is smallest for electrons moving nearly parallel to the surface.

**(c) Reduce the film conductivity to a single integral.**

Solution. The field is the same at all depths, so the film conductivity is the local conductivity averaged over z. Relative to bulk, each direction on the Fermi sphere has weight n_x²/(4π/3) and is multiplied by the depth average ⟨G⟩. With n_x² = (1 − μ²) cos²φ and ∫ cos²φ dφ = π,

σ/σ0 = (3/4) ∫₀¹ (1 − μ²) (⟨G₊⟩ + ⟨G₋⟩) dμ.   (4)

As a check, ⟨G₊⟩ = ⟨G₋⟩ = 1 gives (3/4)(2/3)(2) = 1. The depth average of the exponential is

(1/d) ∫₀ᵈ exp[−z/(λμ)] dz = (λμ/d)(1 − s) = (μ/κ)(1 − s),

and the exponential in G₋ has the same average. Hence

⟨G₊⟩ = ⟨G₋⟩ = 1 − A(μ/κ)(1 − s).

Inserting this and (3) into (4) gives the Fuchs–Sondheimer conductivity:

σ/σ0 = 1 − [3(1 − p)/(2κ)] ∫₀¹ (μ − μ³) (1 − s)/(1 − ps) dμ.   (5)

No assumption about the size of κ has been made so far. A direct numerical solution of the two transport equations with their surface conditions agrees with (5) to 2 × 10⁻⁷ in σ/σ0 at κ = 1, 2, 5 and 8 with p = 0, 0.4 and 0.9. A simulation of random electron paths, in which p is a reflection probability, gives 0.8910 ± 0.0010 for κ = 2 and p = 0.4, where (5) gives 0.8899.

**(d) Separate the thick-film part of the conductivity, and bound what is left.**

Solution. For large κ, s is small at every angle. The fraction in (5) can be split without approximation:

(1 − s)/(1 − ps) = 1 − (1 − p)s/(1 − ps),

because (1 − ps) − (1 − p)s = 1 − s. The first term needs only

∫₀¹ (μ − μ³) dμ = 1/2 − 1/4 = 1/4.

Therefore

σ/σ0 = 1 − x + R,   x = 3(1 − p)/(8κ) = 3λ(1 − p)/(8d),   (6)

R = [3(1 − p)²/(2κ)] ∫₀¹ (μ − μ³) s/(1 − ps) dμ.

For p < 1 the integrand of R is positive, so R > 0. Three inequalities bound it from above. First,

1/μ − (2 − μ) = (1 − μ)²/μ ≥ 0,   so   s ≤ exp(−κ) exp[−κ(1 − μ)].

Second, μ − μ³ = μ(1 + μ)(1 − μ) ≤ 2(1 − μ). Third, s ≤ exp(−κ), so 1 − ps ≥ 1 − p exp(−κ). With u = 1 − μ, the remaining integral satisfies

∫₀¹ 2u exp(−κu) du < 2 ∫₀^∞ u exp(−κu) du = 2/κ².

The result is

0 < R < 3(1 − p)² exp(−κ) / {κ³ [1 − p exp(−κ)]}.   (7)

The factor s in R shows its origin: R comes from electrons that carry the effect of one face to the other without a bulk collision. When such crossings are rare, the two faces act independently, and the conductivity loss is proportional to 1/d up to an exponentially small term.

**(e) Find the leading correction to the resistivity and its error.**

Solution. Inverting (6) gives ρ/ρ0 = 1/(1 − x + R). Subtract 1 + x and use a common denominator:

ρ/ρ0 − 1 − x = [1 − (1 + x)(1 − x + R)]/(1 − x + R)
= [x² − R(1 + x)]/(1 − x + R).   (8)

For κ → ∞ at fixed p, x falls as 1/κ and R falls exponentially. The right side is then x² to leading order, and

(ρ − ρ0)/ρ0 = 3λ(1 − p)/(8d) + O(λ²/d²).   (9)

The expression 3λ(1 − p)/(8d) is thus the relative change of resistivity, a pure number. The change in resistivity itself is ρ0 times this. By (2) it equals

ρ − ρ0 ≈ (3/8)(1 − p) ħk_F/(n e² d),

which does not contain λ. To leading order, surface scattering adds a fixed resistivity to the bulk one, however clean the bulk is, provided λ stays well below d. By (8) the added resistivity is ρ0 x(1 + x + …), so it is fixed only to relative accuracy x.

At κ = 1000 and p = 0 the full theory gives κ(ρ/ρ0 − 1) = 0.37514. The leading coefficient is 3/8 = 0.375, and the next term multiplies it by 1 + x = 1.000375, which accounts for the difference.

The error of the linear law relative to the full resistivity follows from (8) on multiplying by ρ0/ρ = 1 − x + R:

(1 + x)/(ρ/ρ0) − 1 = −x² + R(1 + x).   (10)

For thick films this is negative, so the linear law underestimates ρ. The form 1/(1 − x) keeps the powers of x that come from the inversion. Its relative error is R/(1 − x), which is exponentially small for thick films. It cannot be used in very thin ones: it diverges at d = 3λ(1 − p)/8, where the full conductivity is still positive.

**(f) Express the result as a sheet conductance, and extend it to faces with specularities p₁ and p₂.**

Solution. Multiplying (6) by σ0 d gives the sheet conductance

σd = σ0 (d − δ + R d),   δ = 3λ(1 − p)/8.   (11)

Apart from the small term R d, it is the conductance of a film of bulk material thinner by δ.

For unequal faces the surface conditions of part (b) become

A = 1 − p₁ + p₁Bs,   B = 1 − p₂ + p₂As.

In a thick film the terms with s are exponentially small, so A ≈ 1 − p₁ and B ≈ 1 − p₂. The missing thickness due to the face at z = 0 is its drift deficit integrated over depth and angle. The depth integral of exp[−z/(λμ)] is λμ, hence

δ₁ = (3/4) ∫₀¹ (1 − μ²)(1 − p₁) λμ dμ = 3λ(1 − p₁)/16.

The other face gives δ₂ = 3λ(1 − p₂)/16. The sum is

δ = (3λ/8) [1 − (p₁ + p₂)/2],

so p in (9) is replaced by the mean of the two specularities. For p₁ = 0.9, p₂ = 0.1 and κ = 8, this law and the numerical solution both give σ/σ0 = 0.97656.

The thickness δ₁ is an equivalent dead layer, not a region without current. At the face itself G₊ = p₁ and, in a thick film, G₋ ≈ 1. By (4) the local conductivity there is (3/4)(2/3)(1 + p₁) = (1 + p₁)/2 of the bulk value. Even a fully diffuse face leaves half of it.

**(g) Evaluate the correction for n = 8 × 10²⁸ m⁻³, λ = 40 nm, p = 0.2 and d = 200 nm. How does the linear law fare at other thicknesses?**

Solution. These are round model parameters. The Fermi wavenumber is k_F = (3π²n)^(1/3) = 13.33 nm⁻¹, and (2) gives ρ0 = 17.11 nΩ m. With κ = 200/40 = 5,

x = 3 × 40 × 0.8/(8 × 200) = 96/1600 = 0.060.

The linear law gives ρ = 17.11 × 1.060 = 18.1 nΩ m. The remainder is R = 3.3 × 10⁻⁵, below its bound of 1.04 × 10⁻⁴, so the full theory gives

ρ/ρ0 = 1/(1 − 0.060 + 0.000033) = 1.0638,

or ρ = 18.2 nΩ m. By (10) the linear law is low by 0.0036 of the full value, nearly all of it x². The equivalent dead layer is 0.060 × 200 = 12 nm, or 6 nm at each face.

For other thicknesses, ρ/ρ0 is:

d (nm) | full | 1 + x | 1/(1 − x)
20 | 1.693 | 1.600 | 2.500
40 | 1.352 | 1.300 | 1.429
80 | 1.171 | 1.150 | 1.176
200 | 1.064 | 1.060 | 1.064
400 | 1.031 | 1.030 | 1.031

At d = λ = 40 nm the linear law is only 3.9 % below the full value, although x = 0.30 is not small. Equation (10) explains this. Here R = 1/1.3524 − 0.70 = 0.039, and the error is −0.090 + 0.039 × 1.30 = −0.039. The two neglected effects, inversion and crossings between the faces, partly cancel. The form 1/(1 − x) includes the first effect without the second, and at 40 nm it is the worse of the two. From 80 nm upwards in the table it is the better one.

**(h) Two films, 200 and 400 nm thick, have the resistivities given by the full theory. Recover λ(1 − p) from a straight line through ρ against 1/d, and from one through sheet conductance against d.**

Solution. The true value is 40 × 0.8 = 32.0 nm. The resistivities are 18.205 and 17.643 nΩ m; the third decimal is kept because their difference matters. According to (9), the line ρ against 1/d has slope ρ0 δ and intercept ρ0:

slope = (18.205 − 17.643)/(1/200 − 1/400) = 0.562/0.0025 = 225 nΩ m nm,
intercept = 17.643 − 225/400 = 17.08 nΩ m.

Their ratio is 13.2 nm, and multiplication by 8/3 gives λ(1 − p) = 35.1 nm. This is 9.8 % too large, although the linear law misses neither resistivity by more than 0.4 %.

The size of the bias can be derived. Neglecting R, the data are ρᵢ = ρ0/(1 − xᵢ) with xᵢ = δ/dᵢ. Then

ρ₁ − ρ₂ = ρ0 (x₁ − x₂)/[(1 − x₁)(1 − x₂)],

and since x₁ − x₂ = δ(1/d₁ − 1/d₂),

slope = ρ0 δ/[(1 − x₁)(1 − x₂)].

The intercept is ρ₂ − slope/d₂, which is

ρ0 [(1 − x₁) − x₂]/[(1 − x₁)(1 − x₂)].

The ratio of slope to intercept is δ/(1 − x₁ − x₂). With x₁ = 0.06 and x₂ = 0.03 it exceeds δ by the factor 1/0.91 = 1.099, close to the bias found. An error of second order in the resistivity becomes one of first order in the inferred δ, because δ is itself obtained from a first-order difference.

By (11), sheet conductance against d is a straight line apart from R d. The two values are 10.986 and 22.672 S, so

slope = (22.672 − 10.986)/200 = 0.05843 S/nm.

Its inverse is ρ0 = 17.11 nΩ m. The line reaches zero at

δ = 200 − 10.986/0.05843 = 12.0 nm.

The unrounded data give λ(1 − p) = 31.97 nm, which is 0.11 % below the true value. This residue comes from R.

The line yields ρ0 and the product λ(1 − p), not λ and p separately. If the electron density is known and the free-electron relation (2) holds, ρ0 also gives λ, and p follows.

The method requires accurate thicknesses. If every d is overestimated by 1 nm, for instance because a nonconducting oxide is counted as metal, the inferred δ rises by 1 nm, here 8 % of its value. The analysis also relies on ρ0 and λ being common to all the films. If grain size changes with thickness, the bulk term changes too, and the straight-line intercept no longer measures surface scattering alone. In deposited films the grain size often scales with d. Grain-boundary scattering then adds a resistivity that also falls roughly as 1/d, so the line stays nearly straight while δ absorbs the extra term, which can be as large as the surface part. The inferred p is then too low and may even come out negative. A straight line by itself does not show that δ is due to the surfaces.

The numerical output gives the remaining digits and the entry for 120 nm.

Computed results

```
TESTS
largest gap, numerical Boltzmann vs full formula: 2.0e-07
random paths, kappa = 2.0, p = 0.4: sigma/sigma0 = 0.8910 +- 0.0010
full formula, same case: 0.8899
kappa*(rho/rho0 - 1) at kappa = 1000, p = 0: 0.37514
unequal faces p = 0.9 and 0.1, kappa = 8: sigma/sigma0 = 0.97656, law with mean p 0.97656
WORKED EXAMPLE
electron density n = 8.0e+28 m^-3
Fermi wavenumber k_F = 13.330 nm^-1
mean free path lambda = 40 nm, specularity p = 0.2
bulk resistivity rho0 = 17.114 nOhm m
thickness d = 200 nm, kappa = 5.0
relative correction x = 0.06000, x^2 = 0.00360
remainder R = 3.30e-05, its bound = 1.04e-04
film resistivity, linear law = 18.140 nOhm m
film resistivity, full theory = 18.205 nOhm m
dead layer, both surfaces = 12.00 nm, each = 6.00 nm
TABLE of rho/rho0: d (nm), full, 1 + x, 1/(1 - x), error of 1 + x (%)
   20  1.6931  1.6000  2.5000  -5.50
   40  1.3524  1.3000  1.4286  -3.87
   80  1.1706  1.1500  1.1765  -1.76
  120  1.1102  1.1000  1.1111  -0.92
  200  1.0638  1.0600  1.0638  -0.36
  400  1.0309  1.0300  1.0309  -0.09
RECOVERY from d = 200 and 400 nm
synthetic resistivities = 18.205 and 17.643 nOhm m
sheet conductances = 10.9858 and 22.6720 S
true lambda(1-p) = 32.00 nm
rho against 1/d: lambda(1-p) = 35.12 nm, error +9.76 %, rho0 = 17.080 nOhm m
sheet conductance against d: lambda(1-p) = 31.97 nm, error -0.11 %, rho0 = 17.114 nOhm m
```
